# Topping's Depolarisation Formula for a Square Lattice of Polarisable Adsorbates

**Q.** You put polar molecules on a two-dimensional channel and say that the work function moves. A dipole's field dies away with distance. Why should an electron far above the surface notice the layer at all?

**A.** One dipole would not be noticed far away, but an extended layer is. Let the molecules form an infinite square lattice of spacing $a$, with density $n=1/a^2$, and let each carry a moment $p$ along the surface normal, counted positive when it points away from the channel. I use atomic units in the algebra, so a charge $q$ has potential $q/r$.

Represent each dipole by charges $+q$ above and $-q$ below, a distance $s$ apart, with $p=qs$. Averaged over the plane, these are two sheets with charge densities $\pm nq$. The field between them has magnitude $4\pi nq$ and points from the upper sheet to the lower one; outside the pair it vanishes. The potential above therefore exceeds that below by

$$\phi_{\rm above}-\phi_{\rm below}=4\pi nq\,s=4\pi np .$$

An electron has charge $-1$, so its energy outside falls by $4\pi np$. The work function $\Phi$ is the vacuum level minus the Fermi level. The mean field of the layer is zero at the channel, so the layer does not move the Fermi level relative to the bands there, and

$$\Delta\Phi=-4\pi np .$$

This refers to the vacuum level on the covered side.

**Q.** You averaged the charges over the plane. The real layer is a grid of points.

**A.** The part of the potential that varies along the plane is built from waves $e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G$ is a reciprocal lattice vector. In empty space Laplace's equation makes each wave decay as $e^{-G|z|}$. The smallest non-zero $G$ is $2\pi/a$, so a few spacings away the mean step alone is left. For a layer of finite width this holds only at heights small compared with that width: over the centre of a $201\times201$ island of equal moments the step is $0.91$ of $4\pi np$ at heights $\pm10a$ and $0.33$ at $\pm100a$. As a test, Coulomb potentials of charge pairs of length $0.4a$ were added at heights $\pm3a$. The step agreed with $4\pi np$ to about one part in $10^7$. The length of the dipole does not matter at fixed $p$.

**Q.** Then insert the moment $\mu_0$ of one isolated adsorbed molecule for $p$, and the problem is finished.

**A.** It would be finished if the molecules were rigid. Each one sits in the field of all the others, and that field changes its moment. Take the charge pair again, and find the normal field at its own mid-height, a distance $R$ to the side. The upper charge lies $s/2$ above the field point and the lower one $s/2$ below, so

$$E_z=\frac{q(-s/2)}{(R^2+s^2/4)^{3/2}}+\frac{(-q)(+s/2)}{(R^2+s^2/4)^{3/2}}
=-\frac{qs}{(R^2+s^2/4)^{3/2}}\;\longrightarrow\;-\frac{p}{R^3}\qquad(s\ll R).$$

The minus sign is the origin of depolarisation: side by side, parallel dipoles oppose each other. With neighbours at $\mathbf R=a(i,j)$, the field on one molecule is

$$E=-\frac{p}{a^3}\,S=-pSn^{3/2},\qquad S=\sum_{(i,j)\ne(0,0)}\frac{1}{(i^2+j^2)^{3/2}} ,$$

because $a^{-3}=n^{3/2}$.

**Q.** Dipole sums are treacherous. In a solid the answer depends on the shape of the sample. And you just told me that there is a strong field between the two charge sheets. Should it not be added?

**A.** The shape problem comes from three dimensions, where the number of dipoles in a shell grows as $R^2\,dR$ and cancels most of the $R^{-3}$. In a plane the number in a ring grows as $R\,dR$, so the distant part behaves as $\int R^{-2}dR$ and converges absolutely. Its value does not depend on the order of summation.

The field between the sheets is a plane average. It includes the strong field inside the dipoles themselves. A molecule responds to the field of the other molecules at its own place, and the sum above already contains all of that field. Adding the sheet field would count charges twice.

**Q.** But your $E$ contains $p$, and $p$ depends on $E$.

**A.** That is a linear equation, which can be solved. Let $\alpha$ be the polarisability along the normal, again for one isolated adsorbed molecule. For a response linear in the field,

$$p=\mu_0+\alpha E=\mu_0-\alpha Sn^{3/2}p .$$

Collecting the terms in $p$ gives $p(1+\alpha Sn^{3/2})=\mu_0$. Inserting this moment in the step gives Topping's formula,

$$\boxed{\Delta\Phi=-\frac{4\pi n\mu_0}{1+\alpha Sn^{3/2}}}$$

At low density the denominator tends to one and the shift grows in proportion to $n$. The first correction is $+4\pi\mu_0\alpha Sn^{5/2}$, of the opposite sign.

**Q.** You assumed that all moments are equal. A real island has edges.

**A.** Equal moments are right for an infinite lattice of identical molecules, as long as the uniform pattern is stable (the limits are given below); in an island they hold approximately, far from the edge. This was tested by solving for every moment separately in finite square islands, at $\alpha/a^3=0.05$. The central molecule of a $201\times201$ island has $p/\mu_0=0.69019$. It lies slightly above the infinite-lattice value because the missing outer neighbours no longer oppose it. Their missing field falls as one over the island size. Removing that term with the help of a $101\times101$ island gives $0.68886$, and the formula gives $0.68886$.

**Q.** The formula is useless until I know $S$. Can I not just add a few neighbours?

**A.** Not with much accuracy. The four nearest sites give $4$, and the four diagonal ones $4/2^{3/2}=1.41$. Together that is only about 60 % of the total found below. The slow tail can be tamed by writing each term as an integral over Gaussians. With $r^2=i^2+j^2$,

$$\int_0^\infty t^{1/2}e^{-\pi r^2t}\,dt=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}=\frac{\sqrt\pi/2}{\pi^{3/2}r^3}=\frac{1}{2\pi r^3}.$$

The Gaussian factorises into an $i$ part and a $j$ part. Define $\theta(t)=\sum_{m=-\infty}^{\infty}e^{-\pi m^2t}$. The sum over all sites is $\theta^2$, and the excluded origin contributes $1$, so

$$S=2\pi\int_0^\infty t^{1/2}\left[\theta(t)^2-1\right]dt .$$

**Q.** For small $t$ the series for $\theta$ converges badly. You have moved the slow tail to another place.

**A.** Yes, and there it can be removed. The function $F(x)=\sum_m e^{-\pi t(x+m)^2}$ has period one. Its Fourier coefficients are integrals over one period of a sum of shifted Gaussians, which join into one integral over the whole line:

$$c_k=\int_{-\infty}^{\infty}e^{-\pi tx^2-2\pi ikx}dx
=e^{-\pi k^2/t}\int_{-\infty}^{\infty}e^{-\pi t(x+ik/t)^2}dx=t^{-1/2}e^{-\pi k^2/t}.$$

The last step shifts the path back to the real axis, which is allowed because the Gaussian has no singularities and vanishes at both ends. Setting $x=0$ in $F(x)=\sum_kc_ke^{2\pi ikx}$ gives

$$\theta(t)=t^{-1/2}\theta(1/t).$$

Now split the integral for $S$ at $t=1$. In the lower part use this identity and then $u=1/t$, $dt=-u^{-2}du$:

$$\begin{aligned}
\int_0^1t^{1/2}[\theta(t)^2-1]dt&=\int_0^1t^{-1/2}\theta(1/t)^2dt-\frac23\\
&=\int_1^\infty u^{-3/2}\theta(u)^2du-\frac23\\
&=\int_1^\infty u^{-3/2}[\theta(u)^2-1]du+2-\frac23 .
\end{aligned}$$

The $2$ is $\int_1^\infty u^{-3/2}du$. Hence

$$S=2\pi\left\{\frac43+\int_1^\infty\left(t^{1/2}+t^{-3/2}\right)\left[\theta(t)^2-1\right]dt\right\}.$$

Here $t\ge1$, and $\theta^2-1=4e^{-\pi t}+4e^{-2\pi t}+4e^{-4\pi t}+8e^{-5\pi t}+\dots$ converges very fast. The coefficients count the lattice sites with $i^2+j^2=1,2,4,5$. Term by term,

$$S\approx8.37758+0.6418+0.01418+0.00001=9.0336 .$$

The first number is $8\pi/3$. A direct sum over $|i|,|j|\le600$, with the sites outside replaced by a continuum, gives the same value to seven decimals. That continuum lies outside a square of half-width $L=600.5$ and contributes

$$8\int_0^{\pi/4}d\vartheta\int_{L/\cos\vartheta}^\infty\frac{dr}{r^2}=\frac8L\int_0^{\pi/4}\cos\vartheta\,d\vartheta=\frac{4\sqrt2}{L}.$$

**Q.** Let me see numbers for something one could put on a transistor.

**A.** Take titanyl phthalocyanine lying flat on monolayer MoS$_2$, with its oxygen atom outward. The oxygen is the negative end, so $\mu_0$ is negative in my convention. Round model parameters are $a=1.4$ nm, $\mu_0=-0.070\ e\,$nm and $\alpha=0.040$ nm$^3$. Restoring units multiplies the potential by $e^2/4\pi\varepsilon_0=1.440$ eV nm. The density is $n=1/(1.4)^2=0.5102$ nm$^{-2}$, or $5.1\times10^{13}$ cm$^{-2}$. Then

$$\alpha Sn^{3/2}=\frac{0.040\times9.0336}{1.4^3}=0.1317,\qquad
p=\frac{-0.070}{1.1317}=-0.0619\ e\,\text{nm}.$$

Rigid dipoles would give $4\pi(1.440)(0.5102)(0.070)=0.646$ eV. With depolarisation,

$$\Delta\Phi=\frac{0.646\ \text{eV}}{1.1317}=0.571\ \text{eV}.$$

The work function rises, as it should with negative charge outermost. The field on each molecule is $2.9$ MV/cm, directed outward, against the inward dipole.

With $\mu_0$ and $\alpha$ held fixed, a spacing of $2.0$ nm gives $0.317$ eV for rigid dipoles and $0.303$ eV with depolarisation. The loss has shrunk from 12 % to 4 % of the rigid value, since the correction term varies as $a^{-3}$. This assumes that the molecules spread evenly. If they gather in large islands of spacing $1.4$ nm at the same mean density, the loss stays at 12 % and the area-averaged shift is $0.280$ eV.

**Q.** So pack the molecules more densely and the shift keeps growing?

**A.** Within the formula it grows up to a point. Put $c=\alpha S$ and differentiate:

$$\frac{d}{dn}\frac{n}{1+cn^{3/2}}=\frac{1+cn^{3/2}-\frac32cn^{3/2}}{(1+cn^{3/2})^2}=\frac{1-\frac12cn^{3/2}}{(1+cn^{3/2})^2}.$$

The shift is largest in magnitude at $\alpha Sn^{3/2}=2$, where $p=\mu_0/3$. Beyond that, each added dipole weakens the others by more than it contributes, and the formula falls, at high density as $n^{-1/2}$. For the example the turning point is at $a=(\alpha S/2)^{1/3}=0.565$ nm. A flat phthalocyanine is more than twice as wide, so this layer cannot get there.

**Q.** A smaller adsorbate might. Would you trust the falling branch then?

**A.** Not if it is a point dipole that polarises equally in all directions. Consider a uniform moment $p_x$ in the plane. A neighbour at $(x,y)$ produces the parallel field $p_x(3x^2-r^2)/r^5$. The square lattice treats $x$ and $y$ alike, so in the sum $x^2$ may be replaced by $r^2/2$:

$$E_x=p_x\sum\frac{\frac32r^2-r^2}{r^5}=+\frac12\,p_xSn^{3/2}.$$

This field supports the moment that causes it. Creating the moment costs $p_x^2/2\alpha$ per molecule, and the interaction returns $\frac12p_xE_x$, where the factor $\frac12$ prevents double counting of pairs. The net energy is

$$\frac{p_x^2}{2\alpha}\left(1-\frac{\alpha Sn^{3/2}}{2}\right),$$

which turns negative beyond $\alpha Sn^{3/2}=2$, the same density as the turning point. Beyond that density a uniform sideways polarisation would grow by itself. A non-uniform pattern does so earlier. For head-to-tail chains whose direction alternates from one chain to the next, the lattice sum is $5.099$ instead of $S/2=4.517$, and the energy turns negative at $\alpha Sn^{3/2}=9.034/5.099=1.77$. The linear model therefore fails before the turning point is reached. If the in-plane polarisability differs from $\alpha$, these thresholds move relative to the turning point. One limit does not move. For normal moments that alternate in sign like a checkerboard, the sum of $(-1)^{i+j}/(i^2+j^2)^{3/2}$ is $-2.646$, and the energy turns negative at $\alpha Sn^{3/2}=9.034/2.646=3.41$. The shift there is still 97 % of its maximum, so the $n^{-1/2}$ regime of the formula is never reached.

**Q.** You have treated the channel as if it were absent. MoS$_2$ is polarisable. Each dipole has an image in it.

**A.** That is a serious objection, and the limiting case of an ideal mirror shows its size. Place the mirror a distance $d$ below the dipoles. Reflection reverses both the sign of each charge and the vertical order of the pair, so the image of an outward dipole also points outward.

The step itself remains $4\pi np$. Just above the mirror the mean potentials of the real and image layers are $-2\pi np$ and $+2\pi np$, which cancel; above both layers they add to $4\pi np$. What changes is the field that determines $p$.

A molecule's own image gives the field $2p/(2d)^3$. With free-molecule values $\mu_f$ and $\alpha_f$,

$$p=\mu_f+\alpha_f\left[E+\frac{2p}{(2d)^3}\right]\quad\Rightarrow\quad p=\frac{\mu_f+\alpha_fE}{1-2\alpha_f/(2d)^3}=\mu_0+\alpha E .$$

This is why $\mu_0$ and $\alpha$ were defined for the isolated adsorbed molecule: its own image is already in them. The images of the neighbours are not. A normal dipole seen from a vertical distance $2d$ and a lateral distance $R$ has normal field $p(3(2d)^2/\rho^5-1/\rho^3)$, with $\rho^2=R^2+(2d)^2$. In units of $a$, with $h=2d/a$, their total is

$$E_{\rm im}=\frac{p}{a^3}J,\qquad J=\sum_{(i,j)\ne(0,0)}\left[\frac{3h^2}{(i^2+j^2+h^2)^{5/2}}-\frac{1}{(i^2+j^2+h^2)^{3/2}}\right].$$

The condition for $p$ becomes $p=\mu_0-\alpha n^{3/2}(S-J)p$, so $S$ is replaced by $S-J$.

**Q.** Does that strengthen or weaken the depolarisation?

**A.** It strengthens it, because $J$ is negative here. When the mirror is very close, $h\to0$ and $J\to-S$: the coefficient doubles to $2S$, because each neighbour and its image act together. When the mirror is far away, $J\to0$ and the original formula returns.

For the example I take $d=0.5$ nm, so $h=0.714$. The result is $J=-3.25$ and $S-J=12.28$. The correction term grows to $0.1317\times12.28/9.034=0.179$, and the shift becomes $0.646/1.179=0.548$ eV, which is 4 % below $0.571$ eV. Here $\mu_0$ and $\alpha$ were held fixed. A monolayer semiconductor is not an ideal mirror, so this is a measure of the effect, not its value for MoS$_2$.

**Q.** Your molecule is almost as wide as the spacing, and you call it a point.

**A.** Leave the permanent moment at the centre, but share $\alpha$ equally among four lobes $0.4$ nm away, pointing towards the nearest neighbours. Let $K_1$ be the average over lobes of the sum of $1/R^3$ to the centres of other molecules, and $K_2$ the corresponding average to their lobes, both for $a=1$. By symmetry the lobes respond equally, and their total induced moment $m$ obeys

$$m=-A(\mu_0K_1+mK_2),\qquad A=\frac{\alpha}{a^3},$$

$$p=\mu_0+m=\mu_0\left(1-\frac{AK_1}{1+AK_2}\right).$$

With $A=0.0146$, $K_1=10.23$ and $K_2=12.68$, the bracket is $0.874$, against $1/1.1317=0.884$ for points. The shift is $0.565$ eV, about 1 % lower. Rotating the lobes, moving them out to $0.55$ nm or raising the permanent moment $0.15$ nm above their plane gives reductions between 0.5 % and 2 %. Both sums exceed $S$, but a larger $K_2$ also makes the induced moments restrain each other more, which limits the change.

**Q.** And are all the molecules really the same way up?

**A.** Not necessarily, and the shift is sensitive to it. Suppose a fraction $f$ is reversed, and that a reversed molecule has moment $-\mu_0$, the same $\alpha$ and the same height. A real molecule lying on its other face need not meet these conditions. Each site obeys $p_i=\mu_i-\alpha\sum_{j\ne i}p_j/R_{ij}^3$. Average over all sites. In the double sum every $p_j$ is multiplied by the same total, $Sn^{3/2}$, wherever the reversed molecules are. Hence

$$\bar p=\bar\mu-\alpha Sn^{3/2}\bar p,\qquad \bar p=\frac{(1-2f)\mu_0}{1+\alpha Sn^{3/2}} .$$

The individual moments differ, but under these assumptions their mean does not depend on the arrangement. A test with 30 reversed molecules placed at random in a repeated cell of 144, at $\alpha/a^3=0.05$, agreed to within $10^{-6}\mu_0$. With $f=0.05$, the example's shift drops by 10 %, to $0.514$ eV.

The dipoles themselves favour such reversals. Turning one molecule over among fixed neighbours gains $2|\mu_0E|=0.041$ eV, more than $kT=0.026$ eV at 300 K. Common orientation must therefore be secured by the bond to the surface or by a barrier to turning over; the dipole interaction does not provide it.

**Q.** How close is all this to a real device?

**A.** The molecule is real, and it is a flat one with a polar bond standing out of its plane. The spacing, moment and polarisability are rough values of a plausible size, not data for a particular film, and I do not claim that the film on MoS$_2$ must be square. That last point matters little for nearly isotropic lattices: at equal density a hexagonal lattice has the coefficient $8.893$ instead of $9.034$, which raises the shift by 0.2 %. Rectangular lattices with side ratios $1.5$ and $2$ lower it by 1 % and 3 %.

Charge transfer can matter more. If $0.01$ electron per molecule, an assumed amount, moves from the channel to the layer across $0.5$ nm, the two charge sheets alone add

$$4\pi(1.440)(0.5102)(0.01)(0.5)=0.046\ \text{eV},$$

or 8 % of the main shift. The channel loses $5.1\times10^{11}$ electrons per cm$^2$. Transfer in the other direction has the opposite sign. This estimate omits two terms that can be of comparable size. The molecules polarise in the field of the charge left in the channel; if that charge is spread uniformly, the shift falls to about $0.036$ eV, or 6 %. The Fermi level also drops within the channel's bands, which raises $\Phi$ further. With an effective mass of $0.45$ and fourfold spin and valley degeneracy at 300 K, the drop is $0.019$ eV for an initial density of $10^{12}$ cm$^{-2}$ and $0.050$ eV for $6\times10^{11}$ cm$^{-2}$, so it exceeds the sheet term only when the transfer nearly empties the band, for initial densities between $5.1$ and about $6.2\times10^{11}$ cm$^{-2}$. At $5\times10^{12}$ cm$^{-2}$ it is below $0.004$ eV, and for transfer in the other direction the rise from $6\times10^{11}$ cm$^{-2}$ is only $0.017$ eV.

With the amounts assumed here, 5 % of the molecules reversed and 0.01 electron transferred per molecule, orientation (10 %) weighs more than the refinements of the lattice sum (4 % for the mirror, 0.5 to 2 % for the lobes), and charge transfer is comparable with their total, or larger in a nearly emptied channel. The formula's $0.57$ eV is the result for a fully aligned layer without transfer; the numerical output below gives the separate changes.

## Table of computed values

```
lattice sum S, theta series      9.03362168
lattice sum S, direct            9.03362169
lattice sum S, zeta product      9.03362168
constant part 8 pi/3             8.377580
shell i^2+j^2=1: sites 4, part 6.418e-01
shell i^2+j^2=2: sites 4, part 1.418e-02
shell i^2+j^2=4: sites 4, part 1.352e-05
shell i^2+j^2=5: sites 8, part 9.394e-07
in-plane sum, by rows            4.516811
layer step / (4 pi n p)          1.0000001
island test alpha/a^3            0.050
island p/mu0, 201 x 201 centre   0.69019
island p/mu0, extrapolated       0.68886
formula p/mu0                    0.68886
coulomb constant                 1.439965 eV nm
spacing a                        1.40 nm
density n                        0.5102 nm^-2
density n, converted             5.102e+13 cm^-2
isolated moment mu0              -0.0700 e nm
polarisability alpha             0.0400 nm^3
alpha S n^(3/2)                  0.1317
moment in layer p                -0.06185 e nm
moment in layer p, converted     -0.6185 e angstrom
local field on a molecule        2.932 MV/cm
shift without depolarisation     0.6463 eV
shift with depolarisation        0.5711 eV
at a = 2.0 nm: bare 0.3167 eV, depolarised 0.3030 eV
at a = 1.7 nm: bare 0.4383 eV, depolarised 0.4083 eV
turning-point spacing            0.5653 nm
mirror distance d                0.50 nm
neighbour image sum J            -3.2475
effective sum S - J              12.2812
shift with mirror                0.5481 eV
  change                         -4.02 %
lobe radius                      0.40 nm
lobe sums K1, K2 (a = 1)         10.2251, 12.6760
shift with four lobes            0.5650 eV
  change                         -1.07 %
reversed fraction                0.05
shift with reversals             0.5139 eV
  change                         -10.00 %
electrons moved per molecule     0.010
carrier density change           5.10e+11 cm^-2
capacitor shift from transfer    0.0462 eV
  relative to main shift         8.08 %
hexagonal sum / n^(3/2)          8.8927
hexagonal change of shift        0.182 %
energy gain of one reversal      0.0411 eV
kT at 300 K                      0.0259 eV
```
